# A conservative finite-volume Valet–Fert solver with interface potential jumps

## A current that is lost and found again

A trilayer of two ferromagnets and a normal spacer, with antiparallel magnetizations, is solved at a bias of 100 µV. The solver reports a charge current density of 36.37 GA/m² at the left contact and 36.37 GA/m² at the right contact. In the middle of the spacer it reports 32.35 GA/m². Eleven percent of the steady current is missing there, and doubling the number of cells does not change this. The spin accumulation in that run decays with the correct length, and the terminal currents agree.

The fault is one missing factor in the relaxation term. This note derives a scheme that conserves charge on every mesh, an analytic solution to check it against, and the mechanism of the fault.

## Model and conventions

Current flows along $x$, perpendicular to the layers. Transport is diffusive, steady and linear in the bias, and all magnetizations lie along one axis, so two spin channels $s=\pm1$ suffice. The potential $V_s$ is the electrochemical potential of electrons in channel $s$ divided by $-e$, so that conventional current flows from high to low $V_s$.

Each layer has a resistivity parameter $\rho$, a spin asymmetry $p$ with $|p|<1$, and a spin-diffusion length $\lambda$. The channel resistivity is
$$\varrho_s=\frac1{\sigma_s}=2\rho(1-sp),\qquad J_s=-\sigma_sV_s'.$$
The asymmetry is $p=\beta$ in the left magnet, $0$ in the spacer and $t\beta$ in the right magnet, with $t=+1$ for parallel and $t=-1$ for antiparallel alignment.

Spin flips carry current from one channel to the other in proportion to $\Delta=V_+-V_-$:
$$J_s'=-s\,g\,\Delta .$$
If $\Delta>0$, channel $+$ loses what channel $-$ gains. Because the same $g$ appears in both equations, their sum gives $J'=0$ for the charge current $J=J_++J_-$.

The value of $g$ follows from $\lambda$. Within a layer $\sigma_s$ is constant, so $V_s''=sg\varrho_s\Delta$. Subtracting the two channels,
$$\Delta''=g(\varrho_++\varrho_-)\Delta=4\rho g\,\Delta .$$
Requiring $\Delta''=\Delta/\lambda^2$ gives
$$g=\frac1{4\rho\lambda^2}.$$

At an interface $J_s$ is continuous, which assumes no spin flips there, and the potential jumps:
$$V_s^{\rm left}-V_s^{\rm right}=r_sJ_s,\qquad r_s=2r(1-s\gamma_i).$$
Here $\gamma_i=\gamma$ at the left interface and $t\gamma$ at the right one. The outer contacts are ideal spin sinks: $V_+=V_-=V_0$ on the left and $V_+=V_-=0$ on the right.

Lengths are in nm, resistivities in µΩ m and areal resistances in fΩ m². Since 1 µΩ m × 1 nm = 1 fΩ m² and 1 µV/(1 fΩ m²) = 1 GA/m², no conversion factors enter the code.

## The scheme

Divide each layer into cells so that every interface lies on a cell face. Cell $i$ has width $h_i$ and two unknowns $V_{s,i}$ at its centre. Face $f$ separates cells $f-1$ and $f$.

Take the channel current as uniform between neighbouring centres. It then passes through half a cell, possibly an interface, and another half cell, all in series:
$$J_{s,f}=\frac{V_{s,f-1}-V_{s,f}}{R_{s,f}},\qquad
R_{s,f}=\tfrac12\varrho_{s,f-1}h_{f-1}+r_{s,f}+\tfrac12\varrho_{s,f}h_f .$$
Away from interfaces $r_{s,f}=0$. At a contact there is one half cell, and the outer potential is the prescribed one. The two potentials at an interface need no unknowns of their own, because they follow from the half-cell drops:
$$V_s^{\rm left}=V_{s,f-1}-\tfrac12\varrho_{s,f-1}h_{f-1}J_{s,f},\qquad
V_s^{\rm right}=V_{s,f}+\tfrac12\varrho_{s,f}h_fJ_{s,f}.$$
Their difference is $r_{s,f}J_{s,f}$, so the discontinuity is not smeared over a cell.

Integrating $J_s'=-sg\Delta$ over cell $i$, with the midpoint value of $\Delta$, gives
$$J_{s,i+1}-J_{s,i}=-s\,w_i\,(V_{+,i}-V_{-,i}),\qquad w_i=\frac{h_i}{4\rho_i\lambda_i^2}.$$
Summed over $s$, the right side cancels. The charge current leaving a cell equals the one entering it, and by repetition all faces carry the same $J$. Cell size plays no part in this argument.

Inserting the currents yields one row per unknown:
$$\Big(\frac1{R_{s,i}}+\frac1{R_{s,i+1}}+w_i\Big)V_{s,i}-\frac{V_{s,i-1}}{R_{s,i}}-\frac{V_{s,i+1}}{R_{s,i+1}}-w_iV_{-s,i}=0 .$$
The known left potential moves to the right side as $V_0/R_{s,0}$.

```
for each cell i, spin s:
    half[i,s] = rho[i]*(1 - s*p[i])*h[i]
for each face f, spin s:
    R[f,s] = sum of adjacent half[.,s]
    if f is an interface:
        R[f,s] += 2*r*(1 - s*gamma[f])
for each cell i:
    w = h[i]/(4*rho[i]*lambda[i]^2)
    for each spin s:
        k = 2*i + (0 if s=+1 else 1)
        A[k,k] = 1/R[i,s] + 1/R[i+1,s] + w
        A[k, same cell, other spin] = -w
        A[k, neighbour cells, same spin] = -1/R[shared face,s]
b = 0;  b[first cell, s] = V0/R[0,s]
solve A V = b
J[f,s] = (V[f-1,s] - V[f,s])/R[f,s]
```

## Cost and stability

With the spins interleaved, each row reaches at most two places from the diagonal. A banded solver therefore needs time and memory proportional to the number of cells.

The equations are those of a resistor network: two chains joined by a rung of conductance $w_i$ in each cell. With both contacts at zero potential,
$$V^{\mathsf T}AV=\sum_{s,f}\frac{(V_{s,f-1}-V_{s,f})^2}{R_{s,f}}+\sum_iw_i(V_{+,i}-V_{-,i})^2 .$$
For $|p|<1$, $r\ge0$ and $|\gamma|\le1$ every resistance is positive. The sum vanishes only if all potentials in a chain equal the contact value, which is zero. Hence $A$ is symmetric and positive definite, the solution is unique, and elimination needs no pivoting. For the antiparallel device worked below, with five cells per layer, the lowest eigenvalue is 0.1145 (fΩ m²)⁻¹.

Each row also states that $V_{s,i}$ is a weighted average of its neighbours with positive weights. No potential can then lie outside the range set by the contacts, so a coarse mesh produces no overshoot beyond the bias.

The condition number grows as $h^{-2}$. The largest eigenvalue scales as $1/R\propto1/h$. A smooth potential has a finite quadratic form but a squared norm proportional to the number of cells, so the lowest eigenvalue scales as $h$.

## Order of accuracy

Insert the true solution into the scheme and see what is left over. At a face between equal cells of one layer, a Taylor expansion about the face gives
$$V_s(-h/2)-V_s(h/2)=-hV_s'-\tfrac1{24}h^3V_s'''+\dots=h\varrho_sJ_s+O(h^3).$$
At an interface the expansions on the two sides are separate, and their second-order terms do not cancel:
$$V_{s,f-1}-V_{s,f}=R_{s,f}J_s+\tfrac18\big(h_{f-1}^2V''_{s,\rm left}-h_f^2V''_{s,\rm right}\big)+O(h^3).$$
At a contact face the second-order term vanishes, because $V_s''=sg\varrho_s\Delta$ and $\Delta=0$ there. These remainders act like small batteries in the network: in each chain about $1/h$ of them have size $h^3$, and two, at the interfaces, have size $h^2$. The midpoint rule adds a current error of order $h^3$ per cell. A battery in one chain drives current around loops that close through the contacts or through rungs spread over a spin-diffusion length. The resistance of these loops stays finite as $h\to0$, so the total error is $O(h^2)$.

## Analytic solution

Let $j=J_+-J_-$ be the spin current, so $J_s=(J+sj)/2$. Then, using $s^2=1$,
$$-V_s'=\rho(1-sp)(J+sj)=\rho\,[\,J-pj+s(j-pJ)\,].$$
Half the sum and the difference over $s$ give, with $\bar V=(V_++V_-)/2$,
$$-\bar V'=\rho(J-pj),\qquad j=pJ-\frac{\Delta'}{2\rho}.$$
The interface law has the same form. Across it $\bar V$ drops by $r(J-\gamma_ij)$ and $\Delta$ drops by $2r(j-\gamma_iJ)$.

Let the two magnets be equal, with $\rho_F,\lambda_F$ and thickness $L$, and let the spacer have $\rho_N,\lambda_N$ and occupy $|x|<a=d/2$. Reflecting the device and replacing $V$ by $V_0-V$ maps the parallel problem onto itself, so there $\Delta$ is odd and $j$ even. In the antiparallel case the spins must also be exchanged, so $\Delta$ is even and $j$ odd.

In the right magnet, $\Delta$ vanishes at the contact:
$$\Delta=D\,\frac{\sinh[(a+L-x)/\lambda_F]}{\sinh(L/\lambda_F)} .$$
Its slope at the interface is $-(D/\lambda_F)\coth(L/\lambda_F)$. With $R_F=\rho_F\lambda_F\tanh(L/\lambda_F)$ and $j_a=j(a)$, the expression for $j$ becomes
$$j_a=t\beta J+\frac{D}{2R_F}\quad\Rightarrow\quad D=2R_F(j_a-t\beta J).$$

In the spacer $p=0$ and $j=-\Delta'/(2\rho_N)$. Let $T=\rho_N\lambda_N$. For $\Delta\propto\sinh(x/\lambda_N)$ (parallel) or $\cosh(x/\lambda_N)$ (antiparallel), the ratio of $\Delta$ to $j$ at $x=a$ gives
$$\Delta(a^-)=-2R_Nj_a,\qquad R_N^{P}=T\tanh\frac{d}{2\lambda_N},\quad R_N^{AP}=T\coth\frac{d}{2\lambda_N}.$$

The jump condition, divided by 2, is
$$-R_Nj_a-R_F(j_a-t\beta J)=r(j_a-t\gamma J).$$
Collecting terms, with $S=R_F+r$ and $Q=\beta R_F+\gamma r$,
$$\frac{j_a}{J}=\frac{tQ}{S+R_N}.$$

The voltage is the total drop of $\bar V$. The spacer contributes $\rho_NdJ$. In the right magnet $\int j\,dx=t\beta JL+D/(2\rho_F)$, because $\Delta$ falls from $D$ to zero. Its drop is therefore
$$\rho_FLJ-t\beta\rho_F\!\int\! j\,dx=\rho_F(1-\beta^2)LJ+\beta^2R_FJ-t\beta R_Fj_a .$$
The interface adds $rJ-t\gamma rj_a$. By symmetry the left half contributes equally. Adding everything and inserting $tj_a$ gives the resistance–area product
$$RA=\rho_Nd+2\rho_F(1-\beta^2)L+2r+2\beta^2R_F-\frac{2Q^2}{S+R_N}.$$

Only the last term depends on alignment. With $\tau=\tanh(d/2\lambda_N)$ and $u=d/\lambda_N$, the identities $1/\tau-\tau=2/\sinh u$ and $1/\tau+\tau=2\coth u$ give
$$\Delta RA=\frac{2Q^2T(1/\tau-\tau)}{(S+T\tau)(S+T/\tau)}=\frac{4Q^2T}{(S^2+T^2)\sinh u+2ST\cosh u}.$$

### Two limits

Without spin flips, $R_F\to\rho_FL$, while $R_N\to\rho_Nd/2$ for parallel alignment and $R_N\to\infty$ for antiparallel. Set $B=\rho_Nd/2+\rho_FL+r$. The formula gives $RA_{AP}=2B$ and $RA_P=2B-2Q^2/B$. Two independent parallel-aligned channels have series resistances $4(B-sQ)$, and connecting them in parallel gives
$$\frac{16(B^2-Q^2)}{8B}=2B-\frac{2Q^2}{B},$$
as required. In the antiparallel case both channels have resistance $4B$, which gives $2B$.

For a thick spacer, $\sinh u\approx\cosh u\approx e^u/2$, so
$$\Delta RA\approx\frac{8Q^2T}{(S+T)^2}\,e^{-d/\lambda_N}.$$

## Worked numbers

The round parameters are $\rho_F=0.08$ and $\rho_N=0.01$ µΩ m, $\lambda_F=10$, $\lambda_N=50$, $L=15$ and $d=20$ nm, $\beta=0.5$, $\gamma=0.7$, $r=0.4$ fΩ m². In fΩ m²,
$$R_F=0.8\tanh1.5=0.7241,\quad S=1.1241,\quad Q=0.3621+0.28=0.6421,\quad T=0.5 .$$
The alignment-independent terms add to $0.2+1.8+0.8+0.3621=3.1621$, and $2Q^2=0.8245$. With $\tanh0.2=0.1974$, $R_N$ is $0.0987$ (parallel) or $2.533$ (antiparallel), so
$$RA_P=3.1621-\frac{0.8245}{1.2228}=2.488,\qquad RA_{AP}=3.1621-\frac{0.8245}{3.657}=2.937 .$$
In SI units these are $2.488\times10^{-15}$ and $2.937\times10^{-15}$ Ω m². The difference, 0.449 fΩ m², is 18.0% of $RA_P$. At 100 µV the charge currents are 40.20 and 34.05 GA/m².

With 160 cells per layer, the numerical channel currents agree with the analytic ones at every face to within $10^{-6}J$ in both alignments. This is stronger than comparing resistances, since it also tests where spin current is lost.

The antiparallel potentials at the right interface show the jump at work. There $j/J=-0.1756$, so $J_+=34.05\,(1-0.1756)/2=14.04$ GA/m². The $+$ channel is the resistive one on this side, with $r_+=0.8\times1.7=1.36$ fΩ m², and $r_+J_+=19.09$ µV. The reconstructed $V_+$ indeed falls from 61.74 to 42.65 µV. In the parallel device $\Delta$ even changes sign across the interface, from $-4.17$ to $+1.46$ µV.

Spin flips halve the effect. Without them $B=1.7$ and $Q=0.88$ fΩ m², so $RA_{AP}=3.400$ and $RA_P=2.489$ fΩ m², a difference of 0.911 fΩ m². Nearly all of the change is in the antiparallel value. That alignment builds the larger accumulation, and relaxation acts in proportion to $\Delta$: at the interface $|\Delta|$ is 30.3 µV on the spacer side and 16.0 µV on the magnet side, against 4.2 and 1.5 µV for parallel alignment. Both layers matter: flips in the spacer alone lower $RA_{AP}$ to 3.025 fΩ m², and flips in the magnets alone lower it to 3.162 fΩ m². That the parallel value barely moves is particular to these parameters. Without flips $j/J=Q/B=0.518$ is already close to $\beta=0.5$, so little accumulation builds in the magnets. With $\gamma=0.95$ and $\beta=0.1$, flips lower $RA_P$ by 0.050 and $RA_{AP}$ by 0.121 fΩ m².

As the spacer grows from 5 to 150 nm, $\Delta RA$ falls from 0.643 to 0.0311 fΩ m². At 150 nm the exponential form agrees with the full formula to better than 0.1%.

## Choosing the mesh

Five cells per layer give an antiparallel error of $1.7\times10^{-3}$ fΩ m². That is 0.06% of $RA_{AP}$, but 0.4% of the smaller quantity $\Delta RA$. Each halving of the cells divides the error by four. Since the leading error is proportional to $h^2$, two meshes can be combined as
$$RA\approx\tfrac13\,(4RA_{h/2}-RA_h),$$
which reproduces the analytic value to all eight printed digits when 80 and 160 cells are used.

The spread of the charge current over the faces behaves differently. It is about $3\times10^{-14}J$ with five cells per layer and $10^{-11}J$ with 160. It is rounding error, and it grows while the discretization error shrinks. One contribution is plain: a current is a small difference of potentials divided by $R\propto h$, so a fixed rounding error in the potentials is amplified as $1/h$. How elimination accumulates the rest has not been analysed here. A conservation check should therefore use a tolerance well above machine precision. For the meshes used here $10^{-9}J$ is ample, but rounding alone reaches it at about 1000 cells per layer and gives about $10^{-8}J$ at 4000, so the tolerance must be loosened as the mesh is refined.

## Failure modes

**One relaxation law for both channels.** The run described at the start used
$$V_s''=\frac{V_s-V_{-s}}{2\lambda^2}.$$
Subtracting the channels gives $\Delta''=\Delta/\lambda^2$, so the decay length is right. The correct law, from $V_s''=sg\varrho_s\Delta$, is
$$V_s''=(1-sp)\,\frac{V_s-V_{-s}}{2\lambda^2}.$$
The factor $1-sp$ is 1 in the spacer but not in a magnet. Multiplying the faulty law by $-\sigma_s$ and summing over $s$ gives
$$J'=-\frac{(\sigma_+-\sigma_-)\Delta}{2\lambda^2},\qquad \sigma_+-\sigma_-=\frac{p}{\rho(1-p^2)}.$$
In the antiparallel device $\Delta$ is positive and even, while $p$ changes sign. Because the two magnets are otherwise equal, the charge that disappears in the left one reappears in equal amount in the right one, and the contacts agree. With magnets of unequal thickness this cancellation is in general incomplete, and the contact currents differ too.

The size can be estimated from the correct solution. Integrating the magnet profile gives
$$\int\Delta\,dx=D\lambda_F\tanh\frac{L}{2\lambda_F}=16.0\times10\times0.635=102\ \text{µV nm}.$$
The prefactor is $8.33/200=0.0417$, so the predicted loss is 4.2 GA/m². The faulty run loses 4.0 GA/m²; it has its own, slightly different $\Delta$. Since the error is in the differential equation, refinement cannot remove it. The check must compare $J$ at all faces, not just at the contacts.

**Conservation taken as proof.** If $\gamma$ is set to zero by mistake, charge is still conserved to rounding, because any positive face resistances conserve it. Yet $\Delta RA$ drops from 0.449 to 0.143 fΩ m². The formula explains the factor: $S$ and $T$ are unchanged, while $Q$ falls from 0.642 to 0.362 fΩ m², and $(0.362/0.642)^2=0.32$. Conservation tests the bookkeeping of the relaxation term; comparison with the analytic solution tests the coefficients.

**An interface inside a cell.** One centre value per channel cannot represent two materials and a jump. Move the cell boundary to the interface.

**Physics outside the model.** Interface spin flips break the continuity of $J_s$. The simplest extension adds a rung at the face. The potentials it joins can be kept as unknowns or eliminated locally, which couples the two channels across the face. A single rung only approximates flips spread through a thin interface layer; such a layer can instead be meshed like any other. Noncollinear magnetizations need a vector spin accumulation. A diffusive description is doubtful in layers thinner than the mean free path. The round spacer parameters are themselves such a case: with copper's electron density, a free-electron estimate at 0.01 µΩ m gives a mean free path of about 66 nm, against $d=20$ nm. It also exceeds $\lambda_N=50$ nm, so a thicker spacer with the same parameters would not be safely diffusive either. The same rough estimate applied to the two channels of the magnets gives about 16.5 and 5.5 nm, comparable to $L=15$ nm and $\lambda_F=10$ nm. The worked numbers therefore test the solver and are not predictions for a real device. A current that spreads sideways is not one-dimensional. In these cases the solver may still conserve charge while solving the wrong problem.

The full comparison is in the numerical output below.

## Values computed for the example and the checks

```
rho_F = 0.08, rho_N = 0.01 micro-ohm m
lambda_F = 10.0, lambda_N = 50.0 nm
L = 15.0, d = 20.0 nm; bias = 100.0 microvolt
beta = 0.5, gamma = 0.7, r = 0.4 fohm m^2
R_F = 0.72412, T = 0.50000, S = 1.12412, Q = 0.64206 fohm m^2
parallel, 160 cells per layer:
  RA numeric 2.487807, analytic 2.487807 fohm m^2
  J numeric 40.19605, analytic 40.19605 GA/m^2
  j/J at right interface: numeric 0.52507, analytic 0.52507
  V+, V- spacer side: numeric 43.8975, 48.0633; analytic 43.8975, 48.0633 microvolt
  V+, V- magnet side: numeric 36.5413, 35.0819; analytic 36.5413, 35.0819 microvolt
  largest channel-current error / J = 9.6e-08
antiparallel, 160 cells per layer:
  RA numeric 2.936631, analytic 2.936629 fohm m^2
  J numeric 34.05263, analytic 34.05265 GA/m^2
  j/J at right interface: numeric -0.17555, analytic -0.17555
  V+, V- spacer side: numeric 61.7386, 31.4509; analytic 61.7385, 31.4509 microvolt
  V+, V- magnet side: numeric 42.6479, 26.6472; analytic 42.6478, 26.6472 microvolt
  largest channel-current error / J = 6.2e-07
Delta RA = 0.44882 fohm m^2, ratio to parallel RA = 18.04 percent
antiparallel refinement: cells per layer, RA error (fohm m^2), charge spread / J
     5   1.697e-03  2.7e-14
    10   4.265e-04  8.4e-14
    20   1.068e-04  2.8e-13
    40   2.671e-05  4.5e-13
    80   6.677e-06  9.0e-13
   160   1.669e-06  1.3e-11
last error ratio on halving the cells = 4.000
extrapolated RA = 2.9366291, analytic 2.9366291 fohm m^2
lowest matrix eigenvalue, 5 cells per layer = 0.11450 (fohm m^2)^-1
no-flip limit, parallel: RA = 2.48894 fohm m^2
no-flip limit, antiparallel: RA = 3.40000 fohm m^2
spacer d (nm), Delta RA numeric, formula (fohm m^2)
      5  0.643444  0.643441
     20  0.448824  0.448822
     50  0.234666  0.234665
    150  0.031137  0.031135
exponential tail at d = 150 nm: 0.031124 fohm m^2
Delta RA with r = 0: 0.23815 fohm m^2
faulty shared-length law, antiparallel: J at left contact, mid-spacer, right contact
  80 cells: 36.3746, 32.3517, 36.3746 GA/m^2
  160 cells: 36.3746, 32.3517, 36.3746 GA/m^2
relative charge error in mid-spacer = -11.06 percent
Delta RA with gamma omitted = 0.14272 fohm m^2 (charge still conserved)
```
